\section*{Threshold voltage spread from random dopants in a 20 nm channel}

\section*{Problem}

An n-channel transistor has a metal gate and a square channel of length $L=20$ nm and width $B=20$ nm. The channel is uniformly doped on average with $N=5\times10^{18}$ acceptors per cm$^3$, and the gate insulator has an equivalent oxide thickness $t=1$ nm. The temperature is 300 K, the relative permittivities of channel and oxide are 11.7 and 3.9, and the intrinsic density is roughly $n_i=10^{10}$ cm$^{-3}$. The acceptors sit at independent random positions.

(a) By how much does one acceptor at depth $x$ below the oxide shift the threshold voltage? (b) What is the standard deviation of the threshold voltage over many nominally identical devices? (c) How far do the source and drain junctions, and the quantum confinement of the electrons, move this estimate?

\section*{Solution}

\subsection*{The average device}

Let $x$ run from the oxide into the channel, and let the potential $\psi(x)$ be zero in the neutral bulk. In the depletion approximation the holes are absent for $x<W$ and neutralise the acceptors for $x>W$. The charge density is then $-qN$ for $x<W$, where $q$ is the elementary charge, and Poisson's equation reads $\varepsilon\psi''=qN$. Potential and field vanish at $x=W$, so two integrations give
\begin{equation}
\psi(x)=\frac{qN}{2\varepsilon}(W-x)^2,\qquad
\psi_s\equiv\psi(0)=\frac{qNW^2}{2\varepsilon}.
\label{eq:dep}
\end{equation}
Threshold is defined by a fixed surface potential, at which the surface electron density equals $N$:
\begin{equation}
\psi_s=\frac{2kT}{q}\ln\frac{N}{n_i}.
\label{eq:psis}
\end{equation}
The electron charge itself is neglected at this point. The gate must balance the depletion charge $qNW$ through the capacitance per area $C$, so the threshold voltage is $V_T=V_{FB}+\psi_s+qNW/C$. The flat-band voltage $V_{FB}$ is taken to be the same in all devices.

\subsection*{(a) The weight of one dopant}

Add a thin sheet of $\eta$ acceptors per area at depth $x<W$. A sheet of charge $-q\eta$ at depth $x$ contributes $q\eta x/\varepsilon$ to the surface potential. Since $\psi_s$ is held fixed, the depletion edge moves by $\delta W$, with
\begin{equation}
\frac{q}{\varepsilon}\left(NW\,\delta W+\eta x\right)=0
\quad\Rightarrow\quad
\delta W=-\frac{\eta x}{NW}
\end{equation}
to first order. The depletion charge changes by $q(\eta+N\,\delta W)$, and therefore
\begin{equation}
\delta V_T=\frac{q\eta}{C}\left(1-\frac{x}{W}\right).
\label{eq:weight}
\end{equation}
An acceptor at the surface counts fully. One at the depletion edge does not count, because the edge retreats and uncovers one acceptor fewer.

A single dopant is a point, not a sheet. Suppose first that no field lines leave through the side walls. If Poisson's equation is averaged over the area $LB$, the lateral derivatives integrate to the flux through the walls, which is zero. To first order in the shift of the depletion edge, the averaged potential then obeys the one-dimensional equation with $\eta=1/(LB)$, wherever in the plane the dopant sits. One acceptor thus shifts the threshold by
\begin{equation}
\delta V_T=\frac{q}{CLB}\left(1-\frac{x}{W}\right),
\label{eq:one}
\end{equation}
if threshold is read from the area-averaged surface potential.

The linear form comes from the depletion approximation. With holes included, the average device obeys $\varepsilon\psi''=qN(1-e^{-q\psi/kT})$. Write $\kappa(x)=(q^2N/kT)e^{-q\psi/kT}$. The added sheet at $x_0$ causes a change $\delta\psi$ with
\begin{equation}
\varepsilon\,\delta\psi''-\kappa\,\delta\psi=q\eta\,\delta(x-x_0),\qquad \delta\psi(0)=0 .
\end{equation}
Differentiating the equation for $\psi$ shows that the field $F=-\psi'$ satisfies $\varepsilon F''-\kappa F=0$. Multiply the equation for $\delta\psi$ by $F$, integrate from the surface into the bulk, and integrate by parts twice. The terms in $\kappa$ cancel, and what remains is $-\varepsilon F(0)\,\delta\psi'(0)=q\eta F(x_0)$. The extra charge on the gate is $-\varepsilon\,\delta\psi'(0)$, so the weight is $F(x_0)/F(0)$. In depletion $F\propto W-x$, which returns (\ref{eq:weight}). For this device the hole tail lowers the final spread by about 0.5\%.

\subsection*{(b) The spread}

Divide the depth into thin slices. The number of acceptors in a slice is Poisson distributed, so its variance equals its mean, $N LB\,dx$, and different slices are independent. Variances of independent terms add, each multiplied by the square of its weight:
\begin{align}
\sigma^2&=\left(\frac{q}{CLB}\right)^2 NLB\int_0^W\left(1-\frac{x}{W}\right)^2dx
=\left(\frac{q}{CLB}\right)^2\frac{NLBW}{3},\\
\sigma&=\frac{q}{C}\sqrt{\frac{NW}{3LB}}=\frac{q}{CLB}\sqrt{\frac{\bar n}{3}},
\qquad \bar n=NLBW .
\label{eq:sigma}
\end{align}
The factor $1/3$ has two parts. For a uniformly distributed depth the weight has mean $1/2$ and variance $1/12$, and $1/3=1/4+1/12$. The fluctuating number of dopants thus supplies 75\% of the variance and their random depth 25\%.

With $W=\sqrt{2\varepsilon\psi_s/(qN)}$ from (\ref{eq:dep}), one has $qNW=\sqrt{2\varepsilon qN\psi_s}$, and hence
\begin{equation}
\sigma=\frac{\left(2\varepsilon q^3N\psi_s\right)^{1/4}}{C\sqrt{3LB}} .
\label{eq:scaling}
\end{equation}
The spread is proportional to $t$ and to $1/\sqrt{LB}$, but it varies as the fourth root of $N\psi_s$. In a channel much longer than $W$, lighter uniform doping is therefore a weak remedy. This scaling does not carry over to the 20 nm channel. With the junctions of part (c), the depth over which dopants count is set mainly by $L$ rather than $W$, and halving $N$ lowers the spread roughly as $N^{0.47}$ when it is read at the surface, close to a square root, and as $N^{0.4}$ when it is read at the electron depth $z$ of part (c). Doubling $L$ to 40 nm then lowers the channel-averaged spread by about 15\% (surface) or 21\% (depth $z$) rather than 29\%, and the mid-channel reading by only 1 to 6\%. With the electrons at depth $z$, the spread grows only about as $t^{0.75}$ (line) to $t^{0.8}$ (average) between 1 and 2 nm.

The numbers follow in order:
\begin{align*}
\psi_s&=2(0.02585\ \mathrm{V})\ln(5\times10^{8})=1.036\ \mathrm{V},\\
W&=\sqrt{\frac{2(11.7)(8.854\times10^{-14}\,\mathrm{F/cm})(1.036\ \mathrm{V})}
{(1.602\times10^{-19}\,\mathrm{C})(5\times10^{18}\,\mathrm{cm^{-3}})}}=16.4\ \mathrm{nm},\\
C&=\frac{3.9\,(8.854\times10^{-14}\,\mathrm{F/cm})}{10^{-7}\,\mathrm{cm}}
=3.45\ \mu\mathrm{F/cm^2}.
\end{align*}
The depleted box holds $\bar n=32.7$ acceptors on average, and one acceptor at the surface shifts the threshold by $q/(CLB)=11.6$ mV. Then
\begin{equation}
\sigma=11.6\ \mathrm{mV}\times\sqrt{32.7/3}\approx 38\ \mathrm{mV}=0.038\ \mathrm{V}.
\end{equation}
Had every acceptor in the box counted fully, the result would have been $\sqrt3$ times larger, 66 mV.

With 33 dopants the first-order treatment of $\delta W$ needs a check. For discrete dopants at depths $x_i$, the condition of fixed surface potential is $\sum_i x_i=\varepsilon LB\,\psi_s/q$. Random depths were drawn for 50\,000 devices. In each, dopants were counted from the surface downwards until the sum was reached, the last one as a fraction, and the count $n$ gave the voltage $qn/(CLB)$. This procedure does not use the linear weight. Its standard deviation is 38.2 mV, so linearisation is adequate for a depletion edge that is flat across the plane. The reading from the averaged potential is a separate assumption, because electrons weight the uneven potential of point dopants by $e^{q\psi/kT}$. Take classical point charges smoothed over 0.6 nm, insulating walls and a fixed edge. Holding the mean electron density at the surface fixed then gives a spread of about 34 mV and lowers the mean threshold by about 25 mV. Adding local resistances in series along the channel gives about 38 mV and lowers the mean by about 11 mV. For smoothing lengths from 0.3 to 1.2 nm the spreads stay at 33 to 34 mV and 38 to 39 mV, while the two mean shifts run over 24 to 26 mV and 9 to 12 mV.

\subsection*{(c) Junctions and confinement}

The depletion depth of 16 nm is comparable to the channel length of 20 nm, so the side walls at source and drain are far from insulating. Treat them as conducting plates at $y=0$ and $y=L$, at fixed potential, and keep $W$ at its value above. The change $\delta\psi$ caused by a charge $\delta\rho$ and a gate voltage change $\delta V$ obeys
\begin{equation}
-\varepsilon\nabla^2\delta\psi=\delta\rho,\qquad
\varepsilon\,\partial_x\delta\psi=C(\delta\psi-\delta V)\ \text{ at } x=0,
\end{equation}
and $\delta\psi=0$ on the plates. It also vanishes at $x=W$: the field is zero there, so a small shift of the edge changes the potential only in second order.

Let the threshold be read as a weighted mean $\int s\,\delta\psi\,dV$. Define $\varphi$ by $-\varepsilon\nabla^2\varphi=s$ with the same boundary conditions and $\delta V=0$. Green's identity then leaves a single surface term, from $x=0$:
\begin{equation}
\int s\,\delta\psi\,dV=\int\varphi\,\delta\rho\,dV+C\,\delta V\int\varphi(0,y)\,dA .
\end{equation}
For an acceptor at $\mathbf r$, $\delta\rho$ is a point charge $-q$. Keeping the reading at zero requires
\begin{equation}
\delta V=\frac{q\,\varphi(\mathbf r)}{CB\int_0^L\varphi(0,y)\,dy},
\qquad
\sigma^2=\frac{q^2N}{C^2B}\,
\frac{\int_0^L\!\int_0^W\varphi^2\,dx\,dy}{\left[\int_0^L\varphi(0,y)\,dy\right]^2}.
\label{eq:recip}
\end{equation}
Here $s$ and $\varphi$ do not vary across the width.

Two readings are compared. One averages the potential along the whole channel; the other takes it on the line $y=L/2$, where the barrier for electrons lies in the average device at low drain bias. For a source at depth $z$, expand $\varphi$ in $\sin(k_ny)$ with $k_n=n\pi/L$. Each term is proportional to $\cosh k_nx+(C/\varepsilon k_n)\sinh k_nx$ above the source and to $\sinh k_n(W-x)$ below it. The two pieces are equal at $z$, and their slopes differ there by $s_n/\varepsilon$. The source coefficients are $s_n=4/(n\pi)$ for the average and $s_n=(2/L)\sin(n\pi/2)$ for the line, with $n$ odd.

Confinement enters through $z$. The electrons are not at the oxide but at a mean depth $z$. For a rough mass of 0.92 electron masses normal to the oxide, the ground state in the potential (\ref{eq:dep}), with a hard wall at the oxide, has $z=1.1$ nm. Without junctions, $\varphi$ is piecewise linear and the weight in (\ref{eq:one}) becomes
\begin{equation}
w(x)=\begin{cases}1+Cx/\varepsilon, & x<z,\\[2pt]
(1+Cz/\varepsilon)\,\dfrac{W-x}{W-z}, & x>z.\end{cases}
\end{equation}
The prefactor expresses that the gate now acts through the series thickness $1/C+z/\varepsilon$. With $\varepsilon/C=3$ nm it equals about 1.37. Reading the potential with the ground-state density as weight, instead of at the single depth $z$, lowers the right column of the table by 0.3 to 0.9 mV.

\begin{center}
\begin{tabular}{lcc}
\hline
Spread in mV & read at surface & read at $z=1.1$ nm\\
\hline
No junctions, channel average & 38 & 55\\
No junctions, mid-channel line & 44 & 61\\
Junctions, channel average & 29 & 47\\
Junctions, mid-channel line & 41 & 60\\
\hline
\end{tabular}
\end{center}

For the surface reading with junctions, two features of $\varphi$ act in opposite ways. Each term of $\varphi$ falls with depth as $\sinh k_n(W-x)/\sinh k_nW$, which lies below $1-x/W$ because $\sinh$ is convex and both agree at the ends; this lowers the spread. The lateral variation of $\varphi$ raises it, since at given $\int\varphi\,dy$ the integral of $\varphi^2$ is smallest for constant $\varphi$. A line reading makes $\varphi$ vary laterally even when the ends are insulating (the modes are then $\cos(2\pi my/L)$), and this alone raises 38 mV to 44 mV. At equal reading the junctions lower the spread in every case of the table: strongly for the average, from 38 to 29 mV, and slightly for the line, from 44 to 41 mV. In a single device the barrier does not stay at $y=L/2$. With a mean barrier of 0.06 to 0.2 V below the junction potential and two assumed junction profiles, the lowest point of the width-averaged potential lies within 2 nm of mid-channel in only a quarter to two thirds of the devices. Holding $\int e^{-q\psi/kT}dy$ fixed, as for a diffusion current, then gives 35 to 39 mV at the surface and 53 to 56 mV with confinement, between the two junction rows.

The right column applies if 1 nm describes the insulator alone. If it was instead extracted from the capacitance in inversion, it already contains $z/\varepsilon$, and the shift to 55 mV must not be added. If the depth contained in that capacitance equals the centroid at threshold, then $w$, measured in units of the full series thickness, is at most 1 above $z$ and falls linearly below it. The integral of $w^2$ is then at most $z+(W-z)/3$, and without junctions $\sigma$ exceeds (\ref{eq:sigma}) by a factor of at most $\sqrt{1+2z/W}\approx1.07$. That depth depends on the bias at which the capacitance is taken. In a self-consistent hard-wall model it falls from about 1.5 to 1.0 nm as the electron sheet density rises from $3\times10^{12}$ to $1.5\times10^{13}$ cm$^{-2}$, and the factor then runs from about 0.9 to 1.07.

\subsection*{Comparison with a real transistor}

The parameters are rough values for a planar bulk silicon transistor with a TiN gate. The metal matters because it has no depletion layer of its own to add to $t$. The junction entries treat the insulator as a local capacitance $C$, which suits a physically thin layer. For the same equivalent thickness built from 0.5 nm of oxide under 2.6 nm of a dielectric with permittivity 20, they move by about $-1$ to $+4$ mV, depending on whether the ends of the dielectric are insulating or tied to the junctions. For an almost pure high-permittivity layer they move by about $-3$ to $+9$ mV. The doping is high, and a channel 20 nm wide is very narrow for a planar device. Two assumptions that such a device clearly breaks are the insulating ends and the electrons at the surface; together with the choice of reading they move 38 mV to values between 29 and 61 mV in the present models. A third is the insulating walls across the width. If the gate runs flat over trench oxide on both sides, the entries 38 and 55 mV without junctions fall to about 32 and 45 mV, and to about 27 and 38 mV if the gate is recessed 3 nm beside the channel. These values show the size of the effects and are not bounds, since $W$ was held fixed and no current was computed. In fact each junction depletes about 17 nm sideways, so the depletion edge at mid-channel lies deeper than $W$. If the edge is left free, with junctions 4 to 30 nm deep, the junction entries of the table rise by about 1 to 3.5 mV, to between 30 and 62 mV. Variation of the gate work function or of the geometry would add to the dopant part.

Three further effects matter less for $\sigma$. Raising $\psi_s$ by the full confinement energy of 0.20 eV would add 4.5\% to (\ref{eq:scaling}), and less than 1\% to the entries with junctions. At 358 K the formula still gives 38 mV, because $\psi_s$ changes little and enters as a fourth root. Acceptors occupy about $10^{-4}$ of the host sites, so the exclusion of double occupancy is negligible. Leakage is a separate concern. At 0.8 V drain bias, with a rough built-in potential of 1.1 V, a one-sided abrupt junction has a peak field of 1.7 MV/cm. Its depletion width of 22 nm exceeds $L$, so this one-dimensional value is only indicative. An electron would cross the gap of 1.12 eV over about 6.5 nm at the peak field, or about 8 nm once the fall of the field with distance is included, so tunnelling at the drain has to be examined before such doping is chosen. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Channel length and width: 20 nm
Acceptor density: 5e+18 cm^-3
Equivalent oxide thickness: 1 nm
Temperature: 300 K
Relative permittivity, channel: 11.7
Relative permittivity, oxide: 3.9
Intrinsic density (rough): 1e+10 cm^-3
Thermal voltage: 25.85 mV
Surface potential at threshold: 1.036 V
Depletion depth: 16.37 nm
Gate capacitance: 3.453 uF/cm2
Mean dopant number in depletion box: 32.73
Voltage step of one surface dopant: 11.6 mV
Threshold spread, formula: 38.31 mV
Threshold spread, formula: 0.03831 V
Threshold spread, discrete sampling: 38.2 mV
Spread if every dopant had weight one: 66.36 mV
Variance share of dopant number: 75 %
Variance share of dopant depth: 25 %
Spread with junctions, channel average: 29 mV
Spread with junctions, mid-channel line: 41 mV
Electron mass normal to oxide (rough): 0.92 m_e
Electron ground level above band edge: 0.198 eV
Electron centroid depth: 1.1 nm
Spread with centroid, no junctions: 54.6 mV
Spread with centroid and junctions, average: 46.7 mV
Spread with centroid and junctions, line: 59.6 mV
Spread change if potential rises by ground level: 4.5 %
Spread change from hole tail: -0.46 %
Valence density of states (rough): 2.7e+19 cm^-3
Fermi level shift from hole degeneracy: 1.7 mV
Temperature of use: 358 K
Spread at temperature of use: 38.01 mV
Host site density (rough): 5e+22 cm^-3
Fraction of host sites holding a dopant: 0.0001
Band gap (rough): 1.12 eV
Surface field in channel: 1.27 MV/cm
Oxide field at threshold: 3.8 MV/cm
Oxide voltage drop at threshold: 0.38 V
Oxide barrier (rough): 3.1 eV
Oxide tunnelling mass (rough): 0.4 m_e
WKB transmission through plain oxide: 1.6e-05
Drain bias for junction check: 0.8 V
Built-in potential of drain junction (rough): 1.1 V
Peak drain junction field: 1.71 MV/cm
Gap tunnelling length at that field: 6.53 nm
\end{verbatim}
